# Hole trapping with electron capture in an irradiated oxide

Ionizing radiation creates electrons and holes throughout the gate oxide of a silicon device. Under positive gate bias the holes drift toward the silicon, where some are trapped, and the positive charge lowers the gate voltage needed for a given silicon surface condition. Electrons created between the traps and the silicon drift the other way, through the same traps, and can neutralize those that hold a hole. The charge can therefore level off while many traps are still empty. The level and the dose needed to reach it follow from a balance of two capture rates.

## Rate equation

Consider a thin sheet of identical traps, with $N$ traps per unit area. An empty trap is neutral, and an occupied trap holds one hole and has charge $+e$, where $e>0$. The occupied fraction is $f$. Holes cross the sheet with number flux $F_p$ and electrons with number flux $F_n$. Both fluxes are positive magnitudes, although the carriers move in opposite directions.

The cross-section $\sigma_p$ is the area around an empty trap within which a passing hole is captured. In a short time $dt$, on average $F_p\,dt$ holes cross unit area, so the probability that a given empty trap captures one is $\sigma_pF_p\,dt$. Likewise an occupied trap captures an electron with probability $\sigma_nF_n\,dt$. Here $\sigma_n$ belongs to the charged trap, which attracts electrons. The capture rates per trap are

$$k_p=\sigma_pF_p,\qquad k_n=\sigma_nF_n .$$

Hole capture acts on the fraction $1-f$ and electron capture on the fraction $f$:

$$\frac{df}{dt}=k_p(1-f)-k_nf=k_p-(k_p+k_n)f. \tag{1}$$

This assumes that traps act independently, that capture barely weakens the fluxes, and that an occupied trap loses its hole in no other way. The last two assumptions are relaxed below.

## Solution and steady state

Let $k=k_p+k_n$ be constant. Moving $kf$ to the left of (1) and multiplying by $e^{kt}$ makes the left side a total derivative:

$$e^{kt}\frac{df}{dt}+k e^{kt}f=\frac{d}{dt}\left(fe^{kt}\right)=k_pe^{kt}.$$

Integration from $0$, where $f=f_0$, to $t$ gives

$$f(t)e^{kt}-f_0=\frac{k_p}{k}\left(e^{kt}-1\right).$$

Multiplying by $e^{-kt}$ and collecting terms,

$$f(t)=f_s+(f_0-f_s)e^{-kt},\qquad f_s=\frac{k_p}{k_p+k_n}. \tag{2}$$

Since $1-f_s=k_n/(k_p+k_n)$, division gives

$$\frac{f_s}{1-f_s}=\frac{k_p}{k_n}=\frac{\sigma_pF_p}{\sigma_nF_n}\equiv r,
\qquad f_s=\frac{r}{1+r}. \tag{3}$$

The ratio of cross-section times flux is thus the steady ratio of occupied to empty traps, and it fixes the occupancy through $r/(1+r)$. Neither $N$ nor $f_0$ enters. Multiplying both fluxes by the same factor leaves $f_s$ unchanged and divides the relaxation time $1/k$ by that factor.

The steady state is one of continuing capture: holes and electrons are captured at the equal rates $k_p(1-f_s)=k_nf_s$ per trap. If $k_n\to0$, all traps fill. If $k_p\to0$ with $k_n>0$, all empty.

For initially empty traps, expanding (2) to second order in $kt$ gives

$$f=\frac{k_p}{k}\left(kt-\frac{k^2t^2}{2}+\cdots\right)
=k_pt-\frac{k_p(k_p+k_n)t^2}{2}+\cdots .$$

The initial slope contains hole capture alone, because there are not yet occupied traps for electrons to neutralize. Extrapolating that slope says nothing about the final level.

## Fluxes under irradiation

Let the oxide have thickness $d$ and the sheet lie a distance $s$ from the silicon. Radiation creates $g$ pairs per unit volume and unit dose. A fraction $Y$ escapes immediate recombination, with $Y$ taken as uniform. Assume that the electrodes inject no carriers, that few carriers are lost in transit, and that transit is short compared with $1/k$.

Under positive gate bias, the holes that cross the sheet were created on its gate side, in thickness $d-s$. The electrons that cross it were created on its silicon side, in thickness $s$. The numbers crossing unit area per unit dose are

$$\varphi_p=gY(d-s),\qquad \varphi_n=gYs. \tag{4}$$

At dose rate $R$ the fluxes are $F_p=R\varphi_p$ and $F_n=R\varphi_n$, so

$$r_+=\frac{\sigma_p(d-s)}{\sigma_ns}. \tag{5}$$

The factors $g$, $Y$ and $R$ cancel. Negative bias exchanges the two source thicknesses and gives $r_-=\sigma_ps/[\sigma_n(d-s)]$.

Define capture rates per unit dose, $K_p=\sigma_p\varphi_p$ and $K_n=\sigma_n\varphi_n$. With accumulated dose $D$ and $dD=R\,dt$, equation (1) becomes

$$\frac{df}{dD}=K_p(1-f)-K_nf.$$

Its solution is (2) with $kt$ replaced by $D/D_c$, where

$$D_c=\frac{1}{K_p+K_n}.$$

A varying dose rate needs no separate treatment while the $K$'s stay constant. If bias changes between dose intervals, (2) can be applied to each interval $\Delta D_j$, starting from the previous final occupancy:

$$f_{j+1}=f_{s,j}+(f_j-f_{s,j})e^{-\Delta D_j/D_{c,j}}. \tag{6}$$

## Voltage shift

Let $E_g$ and $E_s$ be the fields on the gate and silicon sides of the sheet, positive toward the silicon, and $V$ the voltage across the oxide. In Gaussian units, with dielectric constant $\kappa$, Gauss's law and the definition of $V$ give

$$\kappa(E_s-E_g)=4\pi eNf,\qquad E_g(d-s)+E_ss=V.$$

Substituting $E_s=E_g+4\pi eNf/\kappa$ into the second equation yields

$$E_g=\frac Vd-\frac{4\pi eNf}{\kappa}\frac sd,\qquad
E_s=\frac Vd+\frac{4\pi eNf}{\kappa}\frac{d-s}{d}. \tag{7}$$

To keep the silicon surface in its original condition, $E_s$ must keep its charge-free value, so the second term in $E_s$ must be cancelled by a change $\Delta V/d$:

$$\Delta V=-\frac{4\pi eNf(d-s)}{\kappa}. \tag{8}$$

The sign is negative because trapped holes do part of the work of a positive gate.

## Worked example

Take $d=50$ nm, $s=5$ nm, a field of 1 MV/cm, $N=2\times10^{11}$ cm$^{-2}$, $\sigma_p=5\times10^{-14}$ cm$^2$ and $\sigma_n=5\times10^{-13}$ cm$^2$. The dose rate is 100 rad/s and $\kappa=3.9$.

One rad deposits 0.01 J/kg. With density 2200 kg/m$^3$ and 17 eV per pair, dividing the energy per volume by the energy per pair gives $g=8.08\times10^{12}$ cm$^{-3}$ per rad. For the yield, take the rough form $Y=E/(E+E_Y)$ with $E_Y=1$ MV/cm, so $Y=0.50$. Then, per rad,

$$\varphi_p=(8.08\times10^{12})(0.50)(4.5\times10^{-6})
=1.82\times10^7\ \mathrm{cm^{-2}},$$

and $\varphi_n=2.02\times10^6$ cm$^{-2}$. Multiplication by the cross-sections gives $K_p=9.09\times10^{-7}$ and $K_n=1.01\times10^{-6}$ per rad. Hence

$$r=0.900,\qquad f_s=\frac{0.900}{1.900}=0.474,\qquad D_c=0.521\ \mathrm{Mrad}.$$

Nine times as many holes as electrons cross the sheet, but the tenfold larger electron cross-section slightly more than compensates. At 100 rad/s, $D_c$ corresponds to 5210 s. In the steady state each trap still captures holes at an average rate of $4.8\times10^{-5}$ s$^{-1}$ and electrons at the same rate.

For the voltage, multiply (8) by $e$ and use $e^2=1.440$ eV nm. With $Nf_s=9.47\times10^{-4}$ nm$^{-2}$,

$$e\Delta V=-\frac{4\pi(1.440)(9.47\times10^{-4})(45)}{3.9}\ \mathrm{eV}
=-0.198\ \mathrm{eV},$$

so $\Delta V=-0.198$ V. For initially empty traps, the approach to this value is:

| Dose (Mrad) | $f$ | $\Delta V$ (V) | $f$ if $\sigma_n=0$ |
|---|---|---|---|
| 0.1 | 0.083 | −0.035 | 0.087 |
| 0.5 | 0.292 | −0.122 | 0.365 |
| 1.0 | 0.404 | −0.169 | 0.597 |
| 2.0 | 0.463 | −0.194 | 0.838 |

At 0.1 Mrad electron capture hardly matters, as the expansion predicts. Without it, the final shift would be −0.418 V and the characteristic dose 1.10 Mrad. Electron capture lowers the final level and also shortens the approach to it.

Now reverse the bias after steady charging, keeping the field magnitude and cross-sections fixed. The source thicknesses exchange, giving $r_-=0.0111$, $f_s=0.011$ and $D_c=0.109$ Mrad. After a further 0.2 Mrad, (6) gives

$$f=0.011+(0.474-0.011)e^{-0.2/0.109}=0.085.$$

Continued irradiation removes most of the charge because the large electron flux now crosses the occupied traps.

## Extracting parameters

For initially empty traps, (2) and (8) give a shift proportional to

$$Nf=NK_pD_c\left(1-e^{-D/D_c}\right).$$

If $d-s$ and $\kappa$ are known, one charging curve therefore determines $NK_p$ and $D_c$, but not $N$ and $r$ separately. A second curve under reversed bias supplies the missing information if $s$, $g$ and $Y$ are known and the cross-sections are the same for both polarities. It is best started from charged traps, since (2) gives the same $D_c$ for any initial occupancy. In the worked example, initially empty traps would shift the voltage by only about 5 mV under reversed bias, too little for an accurate fit. Write $A_\pm=1/(gYD_{c,\pm})$. From (4),

$$A_+=\sigma_p(d-s)+\sigma_ns,\qquad A_-=\sigma_ps+\sigma_n(d-s).$$

Multiply the first by $d-s$, the second by $s$, and subtract. The $\sigma_n$ terms cancel, and $(d-s)^2-s^2=d(d-2s)$, so

$$\sigma_p=\frac{(d-s)A_+-sA_-}{d(d-2s)}.$$

Exchanging $A_+$ and $A_-$ gives $\sigma_n$. The method fails for a sheet at mid-oxide, where both polarities give the same equation. Elsewhere $\sigma_p$ can still be a difference of comparable terms: in the worked example an error of 1 nm in $s$ changes it by more than 20%, and opposite 5% errors in $A_+$ and $A_-$ change it by 16%.

## Corrections and limits

**Other emptying processes.** If an occupied trap also loses its hole at rate $\nu$, equation (1) gains $-\nu f$. Setting the derivative to zero gives

$$f_s=\frac{k_p}{k_p+k_n+\nu}. \tag{9}$$

The occupancy changes little if $\nu\ll k_p+k_n$. The ratio of occupied to empty traps becomes $k_p/(k_n+\nu)$, so the ratio law (3) needs the stricter condition $\nu\ll k_n$. For thermal emptying take $\nu=\nu_0e^{-W/k_BT}$, with $\nu_0=10^{13}$ s$^{-1}$ and trap depth $W=1.3$ eV. The capture sum is $1.92\times10^{-4}$ s$^{-1}$. At 300 K, $\nu=1.4\times10^{-9}$ s$^{-1}$ is negligible. At 398 K, $\nu=3.5\times10^{-4}$ s$^{-1}$ and the occupancy falls to 0.17, with all other parameters held fixed. At 300 K, $\nu$ reaches 1% of the capture sum when the dose rate is reduced to 0.076 rad/s. The emptying rates and this threshold dose rate depend exponentially on $W$.

**Tunnelling.** An electron from the silicon conduction band can also neutralize a trap. With barrier $U=3.1$ eV, mass $m^*=0.5m$ and a barrier lowered linearly by the field $E$, the semiclassical exponent is

$$B(s)=2\int_0^s\frac{\sqrt{2m^*(U-eEx)}}{\hbar}\,dx
=\frac{4\sqrt{2m^*}}{3\hbar eE}\left[U^{3/2}-(U-eEs)^{3/2}\right].$$

At 5 nm, $B=61.1$, and the rate $\nu_0e^{-B}=2.8\times10^{-14}$ s$^{-1}$ is negligible for this path. Solving numerically for equality with $k_p+k_n$ gives a depth of 3.1 nm at 100 rad/s, and a greater depth at lower dose rates. Nearer the silicon, this estimate makes tunnelling the faster process. It omits the attraction of the charged trap, which lowers the barrier and increases this depth by a few tenths of a nanometre. Injection through the full triangular barrier, of length $U/eE$, has exponent 264 and is negligible at this field.

This is not the only path. The trapped hole can tunnel through the oxide valence-band barrier into the silicon valence band, and the barrier is then set by the trap depth. Replacing $U$ by $W=1.3$ eV with the same mass gives $B=37.0$ and a rate of $8\times10^{-4}$ s$^{-1}$ at 5 nm. This exceeds $k_p+k_n$, lowers the occupancy in (9) to 0.09 and moves the crossover depth to 5.2 nm. A hole mass equal to $m$ gives $2\times10^{-10}$ s$^{-1}$ and 3.6 nm instead, and a 2.0 eV barrier with mass $0.5m$ gives $2\times10^{-8}$ s$^{-1}$ and 4.0 nm. The tunnelling barrier can exceed the thermal depth if the lattice relaxes around the trapped hole. Neglecting tunnelling at 5 nm is therefore an assumption of the worked example, valid only if the barrier or the hole mass is large enough.

**Weakened fluxes.** Let $m$ count traps per area from the silicon side of the sheet. To first order, the electron flux falls as $1-\sigma_nfm$ and the hole flux, entering from the gate side, as $1-\sigma_p(1-f)(N-m)$. Averaging over $0<m<N$ halves each total loss, so

$$\delta(\ln r)\simeq\frac{\sigma_nNf-\sigma_pN(1-f)}{2}. \tag{10}$$

Differentiating $f=r/(1+r)$ gives $\delta f=f(1-f)\,\delta(\ln r)$. Here $\sigma_nNf=0.047$ and $\sigma_pN(1-f)=0.005$, so $\delta f\simeq0.005$. An iterative solution with the sheet divided into 100 slices gives $f=0.479$.

**Field feedback.** With the oxide voltage $V$ held at 5 V, (7) gives 0.996 MV/cm on the gate side and 1.040 MV/cm on the silicon side. Assume roughly $\sigma_p\propto E_g^{-1/2}$ and $\sigma_n\propto E_s^{-3/2}$, and evaluate $Y$ separately on each side. Iterating the fields and occupancy to consistency gives $f=0.484$, without flux weakening.

**Trap position.** Equation (5) gives $f_s=0.535$ at 4 nm and 0.423 at 6 nm. At 300 K and 100 rad/s, this 1 nm uncertainty matters more than either of the two preceding corrections.

**Electrons created near the silicon.** A fixed $\sigma_n$ assumes that electrons approach from distances large compared with the capture radius. Here that radius is $\sqrt{\sigma_n/\pi}=4.0$ nm, nearly equal to $s$. Equation (4) also counts every electron created within $s$ of the silicon, although some are lost to it, either through the attraction of their image charge or because they travel a few nanometres before slowing down. Both effects tend to reduce electron capture. If they reduced it by a quarter, $r$ would rise to 1.20 and $f_s$ to 0.545. The three digits quoted for the example are therefore those of the model, not its accuracy for a real oxide.

**Carriers in transit.** For an assumed hole mobility of $10^{-6}$ cm$^2$/Vs, the drift speed is 1 cm/s and the transit time across the oxide is 5 μs, far below $1/k$. If a moving hole has the same electron-capture cross-section as an occupied trap, less than a fraction $5\times10^{-9}$ of the electrons is lost to moving holes. This bound counts every hole as if it took the full transit time.

## Relation to real oxides

The chosen values are round figures in the rough range for thermally grown oxides near 1 MV/cm, with a low trap density such as radiation-tolerant processing aims for. Softer oxides can have about ten times more traps. With the occupancy and cross-sections of the example, $\sigma_nNf$ would then be about one half, so (10) is no longer a small correction and the fluxes and fields must be solved together with $f$. Real traps also have a spread of depths and energies. A spread from 4 to 6 nm alone covers occupancies from 0.42 to 0.53 in this model. The dose rate is a laboratory value; space exposure is usually far slower, so emptying between captures can matter. In gate oxides only a few nanometres thick, all traps lie close to an electrode and tunnelling cannot be left out. Finally, (8) counts trapped oxide charge alone, whereas a measured threshold shift also includes charge in radiation-induced interface traps.

All numerical values are calculated from the stated model.
